# Why weakly corrugated interfaces leave misfit films nearly unstrained

## 1. Scaling fixes the square root

A thin film rests on a rigid crystalline substrate whose lattice constant differs slightly from its own. It can strain until every film atom sits in registry, or keep its own lattice constant and lose registry. Let $\delta$ be the fractional misfit, $Y$ the film's stiffness against uniaxial strain (energy per area), $W$ the registry corrugation (the peak-to-valley change of interface energy per area as the film slides) and $a$ the substrate period. At which misfit $\delta_c$ does the registered, or coherent, state stop being the ground state?

Dimensional analysis gives $\delta_c=F(W/Y)$, provided no other length is available to combine with $a$. This requires a film thin compared with the wall width found below, so that it strains uniformly through its thickness, and a substrate that does not yield. The function $F$ follows from a scaling argument. Let $u(x)$ be the film's offset from registry at position $x$. The energy per area is

$$e=\frac Y2\,(u'-\delta)^2+W\,v(u/a), \tag{1}$$

where $v$ is periodic and runs from 0 in registry to 1 at the worst offset. Substitute $u=as$ and $x=a\sqrt{Y/W}\,\xi$. Then $u'=\sqrt{W/Y}\,ds/d\xi$, and

$$\frac eW=\frac12\left(\frac{ds}{d\xi}-\delta\sqrt{\frac YW}\right)^2+v(s).$$

One parameter is left, $\delta\sqrt{Y/W}$. In this continuum model any critical misfit of a long film therefore has the form

$$\delta_{\rm crit}=C\sqrt{W/Y},$$

with $C$ a pure number set by the shape $v$ and by the kind of threshold. What remains is to find $C$, and to see what the film does beyond the threshold.

**Conventions.** In registry, film atom $n$ sits at $na$; in general it sits at $na+u_n$. Neighbours are then $a+u_{n+1}-u_n$ apart, against a natural spacing $a(1+\delta)$. To first order in small quantities the film strain is $u'-\delta$. A coherent film has $u=0$ and strain $-\delta$, which is compression for $\delta>0$. For an even $v$, reversing the signs of $u$ and $\delta$ leaves (1) unchanged, so I take $\delta>0$. The film is long compared with any structure in $u$, elasticity is linear, twist is excluded and temperature is zero. Except in Section 5, the corrugation is

$$V(u)=W\sin^2(\pi u/a).$$

A uniform adhesion energy adds the same constant to every state and drops out of the comparison. A film may adhere well and still have a small $W$.

**Example.** I use rough values in the regime of monolayer graphene on hexagonal boron nitride: $Y=2200$ eV/nm², $W=0.30$ eV/nm², $a=0.25$ nm and $\delta=1.80\,\%$. Then $W/Y=1.364\times10^{-4}$ and $\sqrt{W/Y}=1.168\,\%$.

## 2. First contribution: strain against lost registry

The coherent film pays $Y\delta^2/2$ and no corrugation energy. A rigid, unstrained film has $u=\delta x$, samples all offsets equally and pays the average $W/2$. The two are equal at

$$\delta=\sqrt{W/Y}.$$

The rigid film is one trial state among many, so the best incommensurate state lies no higher. Hence $\delta_c\le\sqrt{W/Y}$, which is $1.168\,\%$ here. At $\delta=1.80\,\%$ the energies are

$$\tfrac12(2200)(0.018)^2=0.356\ \text{eV/nm}^2,\qquad \tfrac12(0.30)=0.150\ \text{eV/nm}^2,$$

which already decides against coherence. The true threshold is lower, because the film can gather its lost registry into walls and stay registered between them.

## 3. Second contribution: what misfit pays for a wall

Expand the square in (1):

$$e=\frac{Y\delta^2}{2}+\left[\frac Y2u'^2+V(u)\right]-Y\delta\,u'. \tag{2}$$

The first term is the coherent energy. The last is a total derivative: integrated over $x$, it depends on the net change of $u$ alone. A wall is a region across which $u$ advances from one registered position, $u=0$, to the next, $u=a$. Per unit length of wall, the misfit pays

$$\text{gain}=Y\delta a=2200\times0.018\times0.25=9.90\ \text{eV/nm}.$$

This gain does not depend on the corrugation or on the wall's profile.

## 4. Third contribution: what a wall costs

The bracket in (2) is the wall's own energy. Complete the square:

$$\frac Y2u'^2+V=\frac12\left(\sqrt Y\,u'-\sqrt{2V}\right)^2+\sqrt{2YV}\,u'. \tag{3}$$

The first term on the right is never negative. The second integrates to a quantity fixed by the end points, so the cost is at least

$$\int_0^a\sqrt{2YV}\,du=\sqrt{2YW}\int_0^a\sin\frac{\pi u}{a}\,du=\frac{2a}{\pi}\sqrt{2YW}. \tag{4}$$

The minimum is reached when the squared term vanishes everywhere:

$$u'=\sqrt{\frac{2W}{Y}}\,\sin\frac{\pi u}{a}. \tag{5}$$

Separating variables and using $\int du/\sin(\pi u/a)=(a/\pi)\ln\tan(\pi u/2a)$ gives

$$u=\frac{2a}{\pi}\arctan e^{x/\ell},\qquad \ell=\frac a\pi\sqrt{\frac{Y}{2W}}. \tag{6}$$

In the example $\ell=4.82$ nm, about 19 periods, and the cost is

$$\frac{2(0.25)}{\pi}\sqrt{2(2200)(0.30)}=5.78\ \text{eV/nm}.$$

Equation (5) says that $Yu'^2/2=V$ at every point, so the slope term and the lost registry contribute equally to the cost. The cost therefore scales as the corrugation times the width, $W\ell\propto\sqrt{YW}$. A weaker corrugation is cheaper per area, but it also makes the wall wider, and that takes back part of the saving. This is why the threshold depends on the square root of $W$ and not on $W$ itself.

## 5. The balance

Setting gain equal to cost, $Y\delta_ca=(2a/\pi)\sqrt{2YW}$, and dividing by $Ya$ gives

$$\boxed{\;\delta_c=\frac{2\sqrt2}{\pi}\sqrt{\frac WY}\approx0.900\sqrt{\frac WY}\;} \tag{7}$$

A single wall decides the matter. Apply (3) to a film in which $u$ advances by $ma$: the bracket in (2) integrates to at least $m$ times the cost (4), while the misfit pays $m$ times the gain. Below $\delta_c$ no number of walls can lower the energy; above it one isolated wall already does. Film ends add terms that do not grow with the film's length.

For the example $\delta_c=0.900\times1.168\,\%=1.05\,\%$. The misfit is 1.71 times larger, so the coherent state is not the ground state.

**Shape of the corrugation.** For $V=Wv(u/a)$ with a $v$ of unit height that vanishes at only one offset per period, the integral in (4) becomes $a\sqrt{2YW}\,\langle\sqrt v\rangle$, where the brackets average over one period. Hence

$$\delta_c=\sqrt{2W/Y}\,\langle\sqrt v\rangle .$$

If $v$ has a second zero within the period, a wall can stop there, and the cheaper partial wall sets a threshold that can lie well below this value. Adding $\mp0.1\,W\sin^2(2\pi u/a)$ leaves the height unchanged and moves the threshold to $0.98\,\%$ (minus) or $1.12\,\%$ (plus). The exponent stays; the prefactor shifts by about 7 %.

**Weak and strong interfaces.** A discrete chain with one atom per period, relaxed numerically without assuming profile (6), gives the following thresholds when $Y$ and $a$ are held fixed:

| $W$ (eV/nm²) | chain | equation (7) |
|---|---|---|
| 0.03 | 0.332 % | 0.332 % |
| 0.30 | 1.051 % | 1.051 % |
| 3.00 | 3.323 % | 3.325 % |
| 30.0 | 10.47 % | 10.51 % |

The last row models a strongly bonded interface. There $\ell=0.48$ nm, about two periods, and the discreteness of the lattice begins to show. A strain of 10 % also strains the assumption of linear elasticity, so that entry is a size and not a prediction. The film must moreover be thinner than $\ell$. A material with a modulus of about 940 eV/nm³ (150 GPa) needs 2.3 nm to reach this $Y$; it then shears through its thickness near the wall, and a rough estimate on a rigid substrate gives about 5 % instead of 10.5 %. In the same estimate such a film loses coherence at 1.8 % misfit near a thickness of 8 nm, where (7) would give 80 nm, so (7) is not a critical-thickness rule for strongly bonded epitaxial films. The contrast is nevertheless clear: at 1.8 % misfit the film with $W=30$ eV/nm² is coherent and the film with $W=0.30$ eV/nm² is not.

The square root also limits the claim. A hundredfold weaker corrugation lowers the threshold tenfold, not a hundredfold. A van der Waals interface with $W=0.30$ eV/nm² and a misfit of 0.5 % would still be coherent in this model. Weak interfaces escape coherent strain when their misfit exceeds a small threshold, not because they have none.

## 6. How much strain survives above the threshold

Losing coherence does not remove all strain. Minimizing (1) gives $Yu''=V'(u)$. Multiplying by $u'$ and integrating,

$$\frac Y2u'^2-V(u)=\varepsilon, \tag{8}$$

with $\varepsilon>0$ for a regular array of walls. Write $\varepsilon=W(1-k^2)/k^2$ with $0<k<1$, and $\theta=\pi u/a$. Since $\sin^2\theta+1/k^2-1=(1-k^2\cos^2\theta)/k^2$,

$$u'=\frac1k\sqrt{\frac{2W}{Y}}\,\sqrt{1-k^2\cos^2\theta}. \tag{9}$$

The wall spacing, which is the moire period, follows with $K(k)$ the complete elliptic integral of the first kind:

$$L=\int_0^a\frac{du}{u'}=k\ell\int_0^\pi\frac{d\theta}{\sqrt{1-k^2\cos^2\theta}}=2kK(k)\,\ell. \tag{10}$$

To find which $k$ the film chooses, average (2) over one period. By (8) the bracket equals $Yu'^2-\varepsilon$. With $I=\int_0^aYu'\,du$,

$$\bar e=\frac{Y\delta^2}{2}-\varepsilon+\frac{I-Y\delta a}{L}.$$

Because $Yu'=\sqrt{2Y(V+\varepsilon)}$, its derivative with respect to $\varepsilon$ is $1/u'$, so $dI/d\varepsilon=L$. Then

$$\frac{d\bar e}{d\varepsilon}=-1+\frac LL-\frac{I-Y\delta a}{L^2}\frac{dL}{d\varepsilon}=-\frac{I-Y\delta a}{L^2}\frac{dL}{d\varepsilon}.$$

As $\varepsilon$ grows, $L$ falls and $I$ rises, so $\bar e$ first decreases and then increases. Its minimum is at $I=Y\delta a$. Inserting (9) gives $I=(2a/\pi k)\sqrt{2YW}\,E(k)$, with $E(k)$ the complete elliptic integral of the second kind, and therefore

$$\frac{\delta}{\delta_c}=\frac{E(k)}{k},\qquad \bar e=\frac{Y\delta^2}{2}-W\,\frac{1-k^2}{k^2}. \tag{11}$$

At threshold $k\to1$, $E\to1$ and $L\to\infty$: walls enter from infinite spacing, and the mean strain departs continuously from $-\delta$.

For the example, $E(k)/k=1.712$ gives $k=0.764$ and $L=14.22$ nm. The mean film strain is $a/L-\delta=-0.042\,\%$, or 2.3 % of the misfit. The relaxed chain gives the same value. Locally the strain is larger: by (9), $u'$ runs between $\sqrt{2W/Y}\sqrt{1-k^2}/k$ and $\sqrt{2W/Y}/k$, so the strain varies from $-0.40\,\%$ to $+0.36\,\%$ within each period. The film is almost unstrained on average, but not everywhere.

The energies rank the contributions. Coherence costs 0.356 eV/nm², the rigid unstrained film 0.150 and the relaxed film 0.142. At this misfit nearly all the gain comes from giving up the uniform strain; the local modulation adds 0.008.

## 7. The limit of large misfit

Far above threshold the corrugation is a small perturbation. Let $q=a/L$ be the mean slope, $\varphi=2\pi qx/a$, and try $u=qx+A\sin\varphi$ with $A\ll a$. The elastic energy averages to

$$\frac Y2(q-\delta)^2+\frac{Y\pi^2q^2A^2}{a^2}.$$

For the corrugation use $V=\frac W2[1-\cos(2\pi u/a)]$ and, to first order in $A$,

$$\cos\left(\varphi+\frac{2\pi A}{a}\sin\varphi\right)\approx\cos\varphi-\frac{2\pi A}{a}\sin^2\varphi,$$

whose average is $-\pi A/a$. The mean corrugation energy is $W/2+\pi WA/2a$. Minimizing the sum over $A$ gives $A=-Wa/(4\pi Yq^2)$, and

$$\bar e\approx\frac Y2(q-\delta)^2+\frac W2-\frac{W^2}{16Yq^2}.$$

Setting the derivative with respect to $q$ to zero, and replacing $q$ by $\delta$ in the small term,

$$\delta-\frac aL\approx\frac{(W/Y)^2}{8\delta^3}. \tag{12}$$

The mean strain left in the film thus falls as the inverse cube of the misfit and as the square of the corrugation. The square root governs the threshold; this much steeper law governs what remains beyond it. For the example, $(1.364\times10^{-4})^2/[8(0.018)^3]=0.040\,\%$, about 4 % below the value from (11), although the misfit is less than twice the threshold.

## 8. A second threshold: when the coherent film must give way

Equation (7) compares energies. A film prepared coherent may stay so above $\delta_c$ if walls cannot enter. They can enter at a free edge, where no force acts and the strain vanishes, so $u'=\delta$. Deep inside a coherent film $u=u'=0$, hence $\varepsilon=0$ in (8) and $|u'|=\sqrt{2W/Y}\,|\sin(\pi u/a)|$. This cannot exceed

$$\delta_{\rm edge}=\sqrt{\frac{2W}{Y}}=\frac\pi2\,\delta_c. \tag{13}$$

For larger misfit, no equilibrium joins a coherent interior to a free edge. The scaling form of Section 1 returns with a different $C$. In the example $\delta_{\rm edge}=1.65\,\%$. A chain with a free end, its misfit raised in steps of 0.01 %, was last stable at 1.65 %.

Between 1.05 % and 1.65 % a coherent film can therefore be metastable. At 1.80 % the model has no edge barrier left.

## 9. Weighing what the model omits

**Misfit in two directions.** The elastic energy is then $\frac Y2(e_1^2+e_2^2)+\nu Ye_1e_2$, with strains $e_1,e_2$ and Poisson ratio $\nu$. Its slope along $e_1$ at $e_1=e_2=-\delta$ is $-(1+\nu)Y\delta$. A straight wall that relieves $e_1$ costs the same as before but gains $1+\nu$ times as much. With a rough $\nu=0.17$ the threshold for this first wall drops to $0.90\,\%$. Networks of crossing walls are not treated.

**A compliant partner.** In a bilayer held flat, but free to strain in its plane, the two sheets share the misfit under equal and opposite forces, so $Y$ is replaced by $Y_1Y_2/(Y_1+Y_2)$. A second sheet of roughly 1800 eV/nm² gives 990 eV/nm² and raises the threshold to $1.57\,\%$. Among the estimates here for films that stay flat, this is the largest shift. Coherence is still not the ground state at 1.80 %, but the edge limit rises to $(\pi/2)\times1.57\,\%\approx2.5\,\%$, so a coherent flat bilayer could survive as a metastable state. A bilayer that is also free to bend behaves differently. With misfit in one direction it can keep registry by curling to a curvature $\delta/h$, where $h$ is the distance between the sheets. For a rough $h=0.33$ nm and a summed bending stiffness of 2.4 eV this costs only about 0.004 eV/nm², so the flat-film threshold does not apply to it. The radius is about 19 nm, so a flake longer than roughly 120 nm would have to roll onto itself, and a cylinder relieves the misfit in one direction only. A thick layered crystal under the film acts the opposite way to a free second sheet: it takes none of the mean strain, so the gain is unchanged, but its top layers yield in shear under a wall and make the wall cheaper. For a stack of sheets of 1800 eV/nm² coupled by a rough linear shear stiffness of 50 to 150 eV/nm⁴, the threshold falls to about 0.9 % and the mean strain left at 1.80 % grows from 0.04 % to 0.07–0.08 %.

**Temperature.** Thermal in-plane motion blurs the corrugation by a factor $\exp[-\frac12(2\pi/a)^2\langle u^2\rangle]$. Equipartition over elastic waves between the scales $a$ and $\ell$ gives $\langle u^2\rangle=(k_BT/4\pi)(1/Y+1/G)\ln(\pi\ell/a)$, with shear stiffness $G=Y(1-\nu)/2$. At 300 K this removes 0.4 % of $W$, and so 0.2 % of $\delta_c$. The shortest of these waves have quanta well above $k_BT$, so equipartition gives only the size of the effect, which is small. A rough difference in thermal expansion of $2\times10^{-6}$ K⁻¹ changes the misfit by 0.20 percentage points over 1000 K. On a rigid substrate that cannot restore coherence as the ground state. With misfit in one direction it could carry the misfit to 1.60 %, below the rigid-substrate edge limit of 1.65 %. With misfit in two directions that edge limit is also divided by $1+\nu$, which gives 1.41 %, and a change of this size would not reach it. For the flat bilayer with misfit in one direction, 1.60 % is so close to the threshold of 1.57 % that these rough values do not decide the matter; with misfit in two directions and the same $\nu$ in both sheets, the threshold for a first straight wall is 1.34 %, which is not reached.

**Detachment.** A film coherent in both directions would store 0.83 eV/nm², less than a rough adhesion energy of 1.6 eV/nm². Wholesale detachment is therefore not the cheaper escape. Local blisters are not excluded by this comparison.

**Uncertainty in the corrugation.** Solving (7) for $W$ gives $W=\pi^2Y\delta^2/8=0.88$ eV/nm² as the corrugation that would place the threshold at 1.80 %. This is 2.9 times the assumed value, so on a rigid substrate the conclusion survives a factor of two in $W$. For the flat bilayer, with 990 eV/nm² in place of $Y$, the same formula gives 0.40 eV/nm², only 1.3 times the assumed value (0.54 eV/nm², or 1.8 times, with misfit in two directions), and there the conclusion would not survive a factor of two.

**The real interface.** Graphene has the smaller lattice constant of the pair, so all strain signs above are reversed: a coherent film would be stretched. Aligned graphene on boron nitride shows a moire period of roughly 14 nm. The model's 14.22 nm agrees, but this is weak evidence for the corrugation used, since an unstrained film gives $a/\delta=13.89$ nm by geometry alone. Because strains are kept only to first order, both lengths are uncertain by about one period, 0.25 nm, when compared with a measured distance. The real interface has misfit in two directions, which in the estimate above moves the threshold for a first straight wall from 1.05 % to 0.90 %. Its corrugation also varies in two directions, so a wall may pass through offsets that avoid the peak; that effect is not included. It may also twist, which this model cannot describe. The numerical output below lists most of the values used in this section.

## Calculated quantities

```
stiffness Y = 2200 eV/nm2 = 352 N/m
corrugation W = 0.30 eV/nm2 = 48 mJ/m2
period a = 0.25 nm; misfit = 1.80 %
W/Y = 1.364e-04; sqrt(W/Y) = 1.168 %
prefactor 2*sqrt(2)/pi = 0.9003
threshold delta_c, formula = 1.051 %
threshold delta_c, chain = 1.051 %
discreteness shift = -0.0037 %
misfit / threshold = 1.712
edge limit, formula = 1.651 %
edge limit, chain = 1.65 %
wall width ell = 4.82 nm = 19.3 periods
wall cost per length = 5.782 eV/nm
wall gain per length at misfit = 9.900 eV/nm
chain thresholds against W (same Y):
  W =   0.03 eV/nm2: chain 0.332 %, formula 0.332 %
  W =   0.30 eV/nm2: chain 1.051 %, formula 1.051 %
  W =   3.00 eV/nm2: chain 3.323 %, formula 3.325 %
  W =  30.00 eV/nm2: chain 10.473 %, formula 10.513 %
log-log slopes = 0.5000 0.4999 0.4985
wall width at W = 30 eV/nm2: 0.48 nm
elliptic modulus k = 0.7637
moire period L = 14.22 nm
unstrained moire period a/delta = 13.89 nm
mean strain left, formula = 0.0416 %
mean strain left, chain = 0.0416 %
mean strain left, large-misfit law = 0.0399 %
mean strain left / misfit = 2.31 %
local strain, highest = +0.363 %
local strain, lowest = -0.404 %
energy, coherent = 0.3564 eV/nm2
energy, rigid unstrained = 0.1500 eV/nm2
energy, relaxed, formula = 0.1420 eV/nm2
energy, relaxed, chain = 0.1420 eV/nm2
neglected effects:
  threshold, second harmonic -0.1 W: 0.976 %
  threshold, second harmonic +0.1 W: 1.118 %
  Poisson ratio (rough) = 0.17
  threshold, biaxial misfit = 0.899 %
  second sheet stiffness (rough) = 1800 eV/nm2
  reduced stiffness = 990 eV/nm2
  threshold, free bilayer = 1.567 %
  thermal loss of W at 300 K = 0.41 %
  expansion difference (rough) = 2e-06 1/K
  misfit change over 1000 K = 0.20 %
  coherent biaxial energy = 0.834 eV/nm2
  adhesion energy (rough) = 1.6 eV/nm2
  W needed for coherence = 0.879 eV/nm2
```
